# Optimum Anisotropic Masses for a Ballistic Transistor Channel with Tunnelling: test program

```python
"""Optimum anisotropic masses of a ballistic two-dimensional transistor channel.

Result under test: with off-current and gate length fixed, the on-current J has
  dlnJ/dp = a_on - k_on*D,
  D = [a_off/k_off + (n_on*b_on - dn_off)/C*] / (1 + n_on*nu_on/C*),
  dn_off = n_off*(b_off - nu_off*a_off/k_off),
for p = ln(mx) or ln(my); both derivatives vanish at the interior optimum.
  mx, my : transport and transverse mass (electron masses)
  U      : barrier top above the source band edge (eV); n : density there (nm^-2)
  a, b   : dlnJ/dp and dln(n)/dp at fixed U;  k, nu : -dlnJ/dU and -dln(n)/dU
  C*     : gate capacitance / gate efficiency, in electrons per V nm^2
Off-current, on-current and charge all use the same scattering states.
Units: eV, nm, electron mass; sheet current in A/m = uA/um.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import solve_ivp
from scipy.interpolate import make_interp_spline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

TEMP, MU, VDD, JOFF = 300.0, 0.25, 0.5, 0.1
CAP_SI, LAM, GDEG = 0.08, 1.2, 2
HB2 = c.hbar**2 / c.m_e / c.e * 1e18          # hbar^2/m_e in eV nm^2
KT = c.k * TEMP / c.e
G0 = c.e**2 / c.h * 1e9                       # (A/m) per (V/nm)
CG = CAP_SI / c.e * 1e-18                     # electrons per V nm^2
ROOT = np.linspace(-9, 9, 361)                # scaled transverse wave number
DROOT = ROOT[1] - ROOT[0]
KUNIT = np.sqrt(2 * KT / HB2) / (2 * np.pi)


def efficiency(L):
    return 1 - 1 / np.cosh(L / (2 * LAM))


def profile(dist, L):
    """Barrier shape: 1 at mid-gate, 0 at the gate edges."""
    top = np.cosh(L / (2 * LAM))
    return (top - np.cosh(dist / LAM)) / (top - 1)


def occupation(E, mu):
    """(1/2pi) * integral over k_y of the Fermi function, for my = 1."""
    eta = (mu - np.asarray(E)) / KT
    return KUNIT * expit(eta[:, None] - ROOT**2).sum(axis=1) * DROOT


def scatter(mx, U, E, L, M=40):
    """Transmission and source/drain-injected spectral density at the top."""
    a = L / (2 * M)
    t = HB2 / (2 * mx * a * a)
    shape = profile(L / 2 - a * np.arange(1, M), L)

    def arm(edge):
        kin = E - edge
        sig = 0.5 * (kin - 2*t - 1j * np.sqrt(kin * (4*t - kin) + 0j)) + 0 * U
        for p in shape:
            sig = t * t / (E - 2*t - (edge + (U - edge) * p) - sig)
        return sig

    s, d = arm(0.0), arm(-VDD)
    gs, gd = -2 * s.imag, -2 * d.imag
    g2 = 1 / np.abs(E - 2*t - U - s - d)**2
    return gs * gd * g2, gs * g2 / a, gd * g2 / a


# energy quadrature: E = q^2 above the source edge, plain below it
q, wq = np.polynomial.legendre.leggauss(240)
qmax = np.sqrt(0.95)
q, wq = qmax * (q + 1) / 2, wq * qmax / 2
r, wr = np.polynomial.legendre.leggauss(40)
EN = np.concatenate([VDD * (r - 1) / 2, q * q])
WT = np.concatenate([wr * VDD / 2, 2 * q * wq])
WS, WD = occupation(EN, MU), occupation(EN, MU - VDD)
UG = np.linspace(-0.15, 1.3, 59)


def table(mx, L, M=40):
    """Splines of ln J and ln n against U, for my = 1."""
    T, ds, dd = scatter(mx, UG[:, None], EN, L, M)
    K = GDEG * G0 * (T @ (WT * (WS - WD)))
    N = GDEG / (2 * np.pi) * (ds @ (WT * WS) + dd @ (WT * WD))
    return make_interp_spline(UG, np.column_stack([np.log(K), np.log(N)]), k=5)


def thermionic_table(mx):
    """Same splines with a step transmission and classical densities."""
    def parts(mu):
        eta = (mu - UG) / KT
        flux = np.logaddexp(0, eta[:, None] - ROOT**2).sum(axis=1) * DROOT
        return flux, np.logaddexp(0, eta)
    (fs, ns), (fd, nd) = parts(MU), parts(MU - VDD)
    K = GDEG * G0 * KUNIT * KT * (fs - fd)
    N = GDEG * np.sqrt(mx) * KT / (4 * np.pi * HB2) * (ns + nd)
    return make_interp_spline(UG, np.column_stack([np.log(K), np.log(N)]), k=5)


def device(tab, my, L):
    """On-current, off and on barrier tops, on and off densities."""
    s, al = np.sqrt(my), efficiency(L)

    def off(U):
        return float(np.log(s / JOFF) + tab(U)[0])
    if off(UG[-1]) > 0:                       # off-current cannot be reached
        return 0.0, np.nan, np.nan, np.nan, np.nan
    uoff = brentq(off, 0.0, UG[-1], xtol=1e-13)
    noff = s * np.exp(tab(uoff)[1])

    def on(U):
        return float(U - uoff + al * (VDD - (s*np.exp(tab(U)[1]) - noff) / CG))
    uon = brentq(on, UG[0], uoff, xtol=1e-13)
    lk, ln = tab(uon)
    return s * np.exp(lk), uoff, uon, s * np.exp(ln), noff


def best_transverse(tab, L):
    res = minimize_scalar(lambda y: -device(tab, np.exp(y), L)[0],
                          bounds=(np.log(0.02), np.log(8.0)),
                          method="bounded", options={"xatol": 1e-6})
    return np.exp(res.x), -res.fun


def lightest(L):
    return 0.1 * (6.0 / L)**2


def optimise(L):
    res = minimize_scalar(lambda z: -best_transverse(table(np.exp(z), L), L)[1],
                          bounds=(np.log(lightest(L)), 0.0),
                          method="bounded", options={"xatol": 1e-5})
    mx = np.exp(res.x)
    return mx, best_transverse(table(mx, L), L)[0]


def gradient(mx, my, L, h=0.01):
    """Sensitivity formula for p = ln mx and p = ln my."""
    t0, tm, tp = (table(mx * np.exp(z), L) for z in (0, -h, h))
    J, uoff, uon, non, noff = device(t0, my, L)
    slope, cs = t0.derivative(), CG / efficiency(L)
    kon, nuon = -slope(uon)
    koff, nuoff = -slope(uoff)
    sens = [((tp(u) - tm(u)) / (2 * h)) for u in (uon, uoff)]
    out = []
    for (aon, bon), (aoff, boff) in [sens, [(0.5, 0.5), (0.5, 0.5)]]:
        duoff = aoff / koff
        dnoff = noff * (boff - nuoff * duoff)
        shift = (duoff + (non*bon - dnoff) / cs) / (1 + non * nuon / cs)
        out.append(aon - kon * shift)
    return np.array(out), kon, koff, non * nuon, noff * nuoff


# --- scattering states against direct integration of the wave equation
Lt, mt, Ut, Et = 8.0, 0.15, 0.55, 0.30


def wave(x, y):
    edge = 0.0 if x < 0 else -VDD
    pot = edge + (Ut - edge) * profile(x, Lt)
    return [y[1], 2 * mt * (pot - Et) / HB2 * y[0]]


ks, kd = np.sqrt(2 * mt * Et / HB2), np.sqrt(2 * mt * (Et + VDD) / HB2)
opts = dict(rtol=1e-10, atol=1e-12, method="DOP853")
mid = solve_ivp(wave, (Lt/2, 0), [1 + 0j, 1j * kd], **opts).y[:, -1]
end = solve_ivp(wave, (-1e-12, -Lt/2), mid, **opts).y[:, -1]
inc = abs((end[0] + end[1] / (1j * ks)) / 2)**2
T_ode, d_ode = kd / ks / inc, abs(mid[0])**2 / inc / (HB2 * ks / mt)
coarse, fine = (scatter(mt, np.array([[Ut]]), np.array([Et]), Lt, M)
                for M in (40, 80))
e1, e2 = (abs(z[0].item() / T_ode - 1) for z in (coarse, fine))
assert e1 < 0.02 and 3 < e1 / e2 < 5          # second-order lattice error
assert abs(fine[1].item() / d_ode - 1) < 0.01

# --- gate efficiency from a finite-difference electrostatic solution
npt = 401
hx = 8.0 / (npt - 1)
A = (np.diag(np.full(npt, -2 / hx**2 - 1 / LAM**2))
     + np.diag(np.full(npt-1, 1/hx**2), 1) + np.diag(np.full(npt-1, 1/hx**2), -1))
A[0], A[-1] = 0, 0
A[0, 0] = A[-1, -1] = 1
mids = []
for ug in (0.2, 0.6):
    rhs = np.full(npt, -ug / LAM**2)
    rhs[0], rhs[-1] = 0, -VDD
    mids.append(np.linalg.solve(A, rhs)[npt // 2])
assert abs((mids[1] - mids[0]) / 0.4 - efficiency(8.0)) < 1e-3

# --- thermionic flux and density from a direct sum over wave vectors
kx = (np.arange(1200) + 0.5) * 0.003
ky = (np.arange(-1000, 1000) + 0.5) * 0.005
en = 0.2 + HB2 * (kx[:, None]**2 / 0.4 + ky**2 / 1.0)
fs, fd = expit((MU - en) / KT), expit((MU - VDD - en) / KT)
cell = 0.003 * 0.005
Jk = GDEG * G0 / (2*np.pi) * ((HB2 * kx / 0.2)[:, None] * (fs - fd)).sum() * cell
nk = GDEG / (4 * np.pi**2) * (fs + fd).sum() * cell
ref = np.sqrt(0.5) * np.exp(thermionic_table(0.2)(0.2))
assert np.allclose([Jk, nk], ref, rtol=2e-3)

# --- heavy transport mass approaches the thermionic limit
dev = [np.exp(table(m, 8.0)(0.5) - thermionic_table(m)(0.5)) - 1
       for m in (0.75, 3.0)]
assert np.all(np.abs(dev[1]) < 0.25)
assert np.all(np.abs(dev[1]) < np.abs(dev[0]) / 2)

# --- degenerate thermionic rule by brute-force maximisation
Vd, sref = 0.6, 1e-4


def eta_deg(z):                               # exp(z) = C_q / C*
    return (Vd - KT * (z - np.log(sref))) / (1 + np.exp(z))


zd = minimize_scalar(lambda z: -(z + 1.5 * np.log(eta_deg(z))),
                     bounds=(-4, 2), method="bounded",
                     options={"xatol": 1e-9}).x
assert abs(np.exp(zd) - (2 - 3 * KT / eta_deg(zd))) < 1e-4

# --- sensitivity formula against differences of the complete calculation
h, mx0, my0 = 0.01, 0.3, 0.3
g_formula = gradient(mx0, my0, 8.0)[0]
g_direct = np.array([
    np.log(device(table(mx0*np.exp(h), 8.0), my0, 8.0)[0]
           / device(table(mx0*np.exp(-h), 8.0), my0, 8.0)[0]) / (2*h),
    np.log(device(table(mx0, 8.0), my0*np.exp(h), 8.0)[0]
           / device(table(mx0, 8.0), my0*np.exp(-h), 8.0)[0]) / (2*h)])
assert np.allclose(g_formula, g_direct, atol=2e-3)

print(f"temperature {TEMP:.0f} K, thermal energy {KT:.5f} eV")
print(f"source Fermi level {MU} eV, supply {VDD} V, off-current {JOFF} uA/um")
print(f"gate capacitance {CAP_SI} F/m^2 = {CG:.4f} electrons/(V nm^2)")
print(f"electrostatic length {LAM} nm, spin-valley degeneracy {GDEG}")
print(f"wave-equation test: T = {T_ode:.5e}, lattice T = {coarse[0].item():.5e}")
print(f"  lattice error ratio on halving the spacing {e1/e2:.2f}")
print("heavy-mass test, excess over thermionic (current, density):")
print(f"  mx=0.75: {dev[0][0]:.3f}, {dev[0][1]:.3f};"
      f"  mx=3: {dev[1][0]:.3f}, {dev[1][1]:.3f}")
print(f"degenerate rule: C_q/C* = {np.exp(zd):.4f} at eta = {eta_deg(zd):.4f} eV")
print("dlnJ/dln(mx), dlnJ/dln(my) at mx=my=0.3, L=8 nm:")
print(f"  formula {g_formula[0]:.4f}, {g_formula[1]:.4f};"
      f"  direct {g_direct[0]:.4f}, {g_direct[1]:.4f}")

print("optimum: L(nm) efficiency mx my J_on(uA/um) U_off(eV) U_on(eV)")
optimum = {}
for L in (6.0, 8.0, 10.0):
    mx, my = optimise(L)
    state = device(table(mx, L), my, L)
    grad = gradient(mx, my, L)[0]
    assert lightest(L) * 1.02 < mx < 0.98 and 0.021 < my < 7.8
    assert np.all(np.abs(grad) < 3e-3)
    assert state[2] > KT                      # the on-state keeps a barrier
    optimum[L] = (mx, my, state)
    print(f"  {L:.0f} {efficiency(L):.4f} {mx:.4f} {my:.4f} {state[0]:.1f}"
          f" {state[1]:.4f} {state[2]:.4f}")

L = 8.0
mx, my, (J, uoff, uon, non, noff) = optimum[L]
grad, kon, koff, cq, cqoff = gradient(mx, my, L)
cs = CG / efficiency(L)
swing = 1000 * np.log(10) / koff / efficiency(L) * (1 + cqoff / cs)

# global scan and lattice refinement
scan = 0.0
for m in np.geomspace(lightest(L), 1.0, 10):
    tab = table(m, L)
    scan = max(scan, max(device(tab, y, L)[0] for y in np.geomspace(0.02, 8, 12)))
assert scan <= J * (1 + 1e-6)
J_fine = device(table(mx, L, 80), my, L)[0]
assert abs(J_fine / J - 1) < 0.01

# off-current spectrum on an independent uniform energy mesh
ee = np.linspace(1e-6, 0.95, 6001)
T = scatter(mx, np.array([[uoff]]), ee, L)[0][0]
spec = (GDEG * G0 * np.sqrt(my) * T
        * (occupation(ee, MU) - occupation(ee, MU - VDD)))
total = spec.sum() * (ee[1] - ee[0])
assert abs(total / JOFF - 1) < 2e-3
share = spec[ee < uoff].sum() / spec.sum()

iso = minimize_scalar(lambda z: -device(table(np.exp(z), L), np.exp(z), L)[0],
                      bounds=(np.log(lightest(L)), 0.0), method="bounded",
                      options={"xatol": 1e-5})
assert J > -iso.fun
J_rot = device(table(my, L), mx, L)[0]

print("details at L = 8 nm:")
print(f"  dlnJ/dln(mx) {grad[0]:.1e}, dlnJ/dln(my) {grad[1]:.1e}")
print(f"  density on {non:.5f} nm^-2, off {noff:.3e} nm^-2")
print(f"  k_on {kon:.3f} 1/eV, k_off {koff:.3f} 1/eV, 1/kT {1/KT:.3f} 1/eV")
print(f"  C_q/C* in the on-state {cq/cs:.4f}")
print(f"  subthreshold swing {swing:.1f} mV/decade")
print(f"  off-current carried below the barrier top {100*share:.1f} %")
print(f"  on-current, lattice spacing halved {J_fine:.1f} uA/um")
print(f"  best on-current in the coarse mass scan {scan:.1f} uA/um")
print(f"  best isotropic mass {np.exp(iso.x):.4f}, on-current {-iso.fun:.1f} uA/um")
print(f"  channel rotated by 90 degrees, on-current {J_rot:.1f} uA/um")
print("  other transport masses: mx, best my, on-current (uA/um)")
for factor in (0.7, 1.5, 3.0):
    yb, jb = best_transverse(table(factor * mx, L), L)
    assert jb < J
    print(f"    {factor*mx:.4f} {yb:.4f} {jb:.1f}")

# design with tunnelling left out, then its real leakage
print("  thermionic-only: mx, on-current (uA/um), true off-current (uA/um)")
J_th = []
for factor in (0.5, 1.0, 2.0):
    m = factor * mx
    st = device(thermionic_table(m), my, L)
    leak = np.sqrt(my) * np.exp(table(m, L)(st[1])[0])
    J_th.append(st[0])
    print(f"    {m:.4f} {st[0]:.1f} {leak:.3f}")
    assert leak > JOFF
assert J_th[0] > J_th[1] > J_th[2]            # no optimum without tunnelling

print("verified")
```

Running it gives:

```
temperature 300 K, thermal energy 0.02585 eV
source Fermi level 0.25 eV, supply 0.5 V, off-current 0.1 uA/um
gate capacitance 0.08 F/m^2 = 0.4993 electrons/(V nm^2)
electrostatic length 1.2 nm, spin-valley degeneracy 2
wave-equation test: T = 8.79987e-05, lattice T = 8.80297e-05
  lattice error ratio on halving the spacing 3.82
heavy-mass test, excess over thermionic (current, density):
  mx=0.75: 0.238, 0.546;  mx=3: 0.049, 0.025
degenerate rule: C_q/C* = 1.4585 at eta = 0.1432 eV
dlnJ/dln(mx), dlnJ/dln(my) at mx=my=0.3, L=8 nm:
  formula -0.3172, 0.0879;  direct -0.3172, 0.0879
optimum: L(nm) efficiency mx my J_on(uA/um) U_off(eV) U_on(eV)
  6 0.8369 0.4068 1.8616 1419.6 0.5206 0.2110
  8 0.9287 0.2122 2.4215 2378.7 0.5139 0.1888
  10 0.9690 0.1354 2.8944 3153.5 0.5033 0.1752
details at L = 8 nm:
  dlnJ/dln(mx) -1.5e-06, dlnJ/dln(my) 5.8e-10
  density on 0.07489 nm^-2, off 5.268e-05 nm^-2
  k_on 17.657 1/eV, k_off 33.825 1/eV, 1/kT 38.682 1/eV
  C_q/C* in the on-state 1.9808
  subthreshold swing 73.4 mV/decade
  off-current carried below the barrier top 80.8 %
  on-current, lattice spacing halved 2377.7 uA/um
  best on-current in the coarse mass scan 2372.5 uA/um
  best isotropic mass 0.2403, on-current 2071.1 uA/um
  channel rotated by 90 degrees, on-current 878.5 uA/um
  other transport masses: mx, best my, on-current (uA/um)
    0.1486 1.4946 2068.9
    0.3183 1.7213 2104.3
    0.6367 0.6226 1591.6
  thermionic-only: mx, on-current (uA/um), true off-current (uA/um)
    0.1061 3283.8 1.957
    0.2122 2410.7 0.320
    0.4244 1745.1 0.156
verified
```
